# Two-Sided Padé Bounds for Stieltjes Series and the Quartic Oscillator Energy: a program that tests the result

```python
"""
Result under test: for a Stieltjes function F(g) = int dmu(t)/(1+g t), g > 0,
    Pade [N-1/N](g) < F(g) < Pade [N/N](g), monotone in N,
applied to F = (E - 1/2)/g, where E(g) is the ground energy of
    H = p^2/2 + x^2/2 + g x^4   (hbar = m = omega = 1).
Scaled operator: h(beta) = p^2 + y^4 + beta y^2 with ground level eps(beta),
    E(g) = (2g)^(1/3) eps((2g)^(-2/3)) / 2.
Moments mu_n of the measure follow from E = 1/2 + sum_n (-1)^n mu_n g^(n+1).
"""
from fractions import Fraction
from math import factorial
import numpy as np
from scipy.integrate import quad
from scipy.special import eval_laguerre, eval_genlaguerre

N_MAX = 12


def energy_coefficients(order):
    """Exact perturbation coefficients; wavefunction = gaussian * polynomials."""
    energy = [Fraction(1, 2)]
    poly = [{0: Fraction(1)}]          # poly[k][m] multiplies g^k x^(2m)
    for k in range(1, order + 1):
        c = {}
        for m in range(2 * k, 0, -1):
            s = (m + 1) * (2 * m + 1) * c.get(m + 1, Fraction(0))
            s -= poly[k - 1].get(m - 2, Fraction(0))
            for j in range(1, k):
                s += energy[j] * poly[k - j].get(m, Fraction(0))
            c[m] = s / (2 * m)
        poly.append(c)
        energy.append(-c[1])
    return energy


def solve_exact(matrix, rhs):
    """Gaussian elimination in rational arithmetic."""
    n = len(rhs)
    a = [list(row) + [b] for row, b in zip(matrix, rhs)]
    for i in range(n):
        p = next(r for r in range(i, n) if a[r][i] != 0)
        a[i], a[p] = a[p], a[i]
        for r in range(i + 1, n):
            f = a[r][i] / a[i][i]
            a[r] = [u - f * v for u, v in zip(a[r], a[i])]
    x = [Fraction(0)] * n
    for i in range(n - 1, -1, -1):
        s = sum((a[i][j] * x[j] for j in range(i + 1, n)), Fraction(0))
        x[i] = (a[i][n] - s) / a[i][i]
    return x


def pade(c, top, bottom, g):
    """Pade [top/bottom] from its defining linear equations, evaluated at g."""
    def coef(k):
        return c[k] if k >= 0 else Fraction(0)
    rows = range(top + 1, top + bottom + 1)
    q = [Fraction(1)] + solve_exact(
        [[coef(k - j) for j in range(1, bottom + 1)] for k in rows],
        [-coef(k) for k in rows])
    num = [sum(q[j] * coef(k - j) for j in range(min(k, bottom) + 1))
           for k in range(top + 1)]
    return (sum(a * g**k for k, a in enumerate(num))
            / sum(b * g**k for k, b in enumerate(q)))


def elimination_pivots(matrix):
    """Pivots without row exchange; all positive iff positive definite."""
    a = [list(row) for row in matrix]
    pivots = []
    for i in range(len(a)):
        pivots.append(a[i][i])
        if a[i][i] <= 0:
            break
        for r in range(i + 1, len(a)):
            f = a[r][i] / a[i][i]
            a[r] = [u - f * v for u, v in zip(a[r], a[i])]
    return pivots


def even_matrices(size, freq=3.0):
    """p^2, y^2, y^4 in the even oscillator functions below index size."""
    full = size + 6
    lower = np.diag(np.sqrt(np.arange(1.0, full)), 1)
    y = (lower + lower.T) / np.sqrt(2 * freq)
    d = lower.T - lower
    y2 = y @ y
    cut = slice(0, size, 2)
    return [m[cut, cut] for m in (-(freq / 2) * d @ d, y2, y2 @ y2)]


P2, Y2, Y4 = even_matrices(160)


def even_levels(beta):
    ev = np.linalg.eigvals(P2 + Y4 + beta * Y2)
    return ev[np.argsort(abs(ev))]


def energy_real(g, mats=(P2, Y2, Y4)):
    p2, y2, y4 = mats
    h = p2 + y4 + (2 * g) ** (-2 / 3) * y2
    return 0.5 * (2 * g) ** (1 / 3) * np.linalg.eigvalsh(h)[0]


# --- error formulas on a known measure, dmu = exp(-t) dt -------------------
euler = [Fraction((-1) ** n * factorial(n)) for n in range(12)]
for N in (1, 2, 3, 4):
    for g in (0.5, 1.0, 3.0):
        gf = Fraction(g)
        F = quad(lambda t: np.exp(-t) / (1 + g * t), 0, np.inf, epsabs=1e-12)[0]
        low_err = quad(lambda t: eval_laguerre(N, t) ** 2 * np.exp(-t)
                       / (1 + g * t), 0, np.inf, epsabs=1e-12)[0]
        low_err /= eval_laguerre(N, -1 / g) ** 2
        up_err = quad(lambda t: t * eval_genlaguerre(N, 1, t) ** 2 * np.exp(-t)
                      / (1 + g * t), 0, np.inf, epsabs=1e-12)[0]
        up_err *= g / eval_genlaguerre(N, 1, -1 / g) ** 2
        assert abs(F - float(pade(euler, N - 1, N, gf)) - low_err) < 1e-8
        assert abs(float(pade(euler, N, N, gf)) - F - up_err) < 1e-8

# --- oscillator series and positivity of its moments -----------------------
E_coef = energy_coefficients(2 * N_MAX + 1)
F_coef = E_coef[1:]
mu = [(-1) ** n * c for n, c in enumerate(F_coef)]
for shift, dim in ((0, N_MAX + 1), (1, N_MAX)):
    hankel = [[mu[i + j + shift] for j in range(dim)] for i in range(dim)]
    piv = elimination_pivots(hankel)
    assert len(piv) == dim and min(piv) > 0
print("Energies in units of hbar*omega; g dimensionless")
for k in range(6):
    print(f"series coefficient E_{k} = {E_coef[k]} = {float(E_coef[k]):.6f}")

# --- zeros of even eigenfunctions in the wedge -pi/6 < arg y < pi/12 -------


def wedge_zeros(beta, eps, radius=3.0, points=3000):
    """Winding number of the even solution around the wedge boundary."""
    a = np.zeros(221, dtype=complex)
    a[0] = 1
    for k in range(0, 219, 2):
        s = -eps * a[k]
        if k >= 2:
            s += beta * a[k - 2]
        if k >= 4:
            s += a[k - 4]
        a[k + 2] = s / ((k + 2) * (k + 1))
    r = np.linspace(0, radius, points)
    arc = radius * np.exp(1j * np.linspace(-np.pi / 6, np.pi / 12, points))
    path = np.concatenate([r * np.exp(-1j * np.pi / 6), arc,
                           r[::-1] * np.exp(1j * np.pi / 12)])
    phase = np.unwrap(np.angle(np.polyval(a[::-1], path)))
    return (phase[-1] - phase[0]) / (2 * np.pi)


for degrees in (0, 60, 110):
    beta = 2 * np.exp(1j * np.radians(degrees))
    levels = even_levels(beta)[:3]
    counts = [wedge_zeros(beta, e) for e in levels]
    assert np.allclose(counts, [0, 1, 2], atol=1e-3), counts
    shown = ", ".join(str(int(round(c))) for c in counts)
    print(f"|beta|=2, arg beta={degrees} deg: wedge zeros of the three "
          f"lowest even states: {shown}")

# --- measure from the discontinuity across the cut g = -u + i0 -------------
# variable v = u^(-1/3), so t = 1/u = v^3
nodes, weights = np.polynomial.legendre.leggauss(120)
v_max = 4.3
v = 0.5 * v_max * (nodes + 1)
weights = 0.5 * v_max * weights
previous = even_levels(0.0)[0]
eps_zero = previous.real
im_part = []
for vi in v:                            # follow the ground level from beta = 0
    b = 2 ** (-2 / 3) * vi**2 * np.exp(-2j * np.pi / 3)
    ev = even_levels(b)
    previous = ev[np.argmin(abs(ev - previous))]
    im_part.append((0.5 * 2 ** (1 / 3) * np.exp(1j * np.pi / 3) * previous).imag)
im_part = np.array(im_part)
assert im_part.min() > -1e-9            # positive up to rounding
measure = weights * 3 / np.pi * v * im_part
for n in range(4):
    from_cut = np.sum(measure * v ** (3 * n))
    assert abs(from_cut / float(mu[n]) - 1) < 1e-5, (n, from_cut)
    print(f"moment mu_{n}: from cut {from_cut:.5f}, "
          f"from series {float(mu[n]):.5f}")
for g in (0.2, 1.0, 2 * np.exp(2.5j)):
    from_cut = 0.5 + g * np.sum(measure / (1 + g * v**3))
    g_c = complex(g)
    direct = (0.5 * (2 * g_c) ** (1 / 3)
              * even_levels((2 * g_c) ** (-2 / 3))[0])
    assert abs(from_cut - direct) < 1e-6, (g, from_cut, direct)
    assert g_c.imag == 0 or direct.imag > 0
print(f"E at g=2exp(2.5i): from cut {from_cut:.6f}, direct {direct:.6f}")
print(f"strong coupling: E/g^(1/3) -> {0.5 * 2 ** (1 / 3) * eps_zero:.6f}")
g_big = 1e6
assert abs(energy_real(g_big) / g_big ** (1 / 3)
           - 0.5 * 2 ** (1 / 3) * eps_zero) < 1e-3

# --- two-sided bounds on the energy ----------------------------------------
small_basis = even_matrices(120)
for g in (Fraction(1, 5), Fraction(1)):
    gx = float(g)
    reference = energy_real(gx)
    assert abs(reference - energy_real(gx, small_basis)) < 1e-10
    print(f"g = {gx}: diagonalization E = {reference:.10f}")
    partial = [float(sum(E_coef[k] * g**k for k in range(K + 1)))
               for K in (1, 2, 3, 4, 8)]
    print("  partial sums, order 1,2,3,4,8: "
          + ", ".join(f"{s:.5g}" for s in partial))
    lows, ups = [], []
    for N in range(1, N_MAX + 1):
        lows.append(Fraction(1, 2) + g * pade(F_coef, N - 1, N, g))
        ups.append(Fraction(1, 2) + g * pade(F_coef, N, N, g))
        assert float(lows[-1]) < reference < float(ups[-1])
        if N <= 4:                      # same numbers from the energy series
            assert lows[-1] == pade(E_coef, N, N, g)
            assert ups[-1] == pade(E_coef, N + 1, N, g)
        if N in (1, 2, 3, 4, 6, 8, 10, 12):
            print(f"  N={N:2d} lower {float(lows[-1]):.10f} "
                  f"upper {float(ups[-1]):.10f} "
                  f"gap {float(ups[-1] - lows[-1]):.2e}")
    assert all(x < y for x, y in zip(lows, lows[1:]))
    assert all(x > y for x, y in zip(ups, ups[1:]))
    middle = float((lows[-1] + ups[-1]) / 2)
    half = float((ups[-1] - lows[-1]) / 2)
    print(f"  midpoint at N={N_MAX}: {middle:.10f} +/- {half:.1e}")

print("every check passed")
```

Printed output:

```
Energies in units of hbar*omega; g dimensionless
series coefficient E_0 = 1/2 = 0.500000
series coefficient E_1 = 3/4 = 0.750000
series coefficient E_2 = -21/8 = -2.625000
series coefficient E_3 = 333/16 = 20.812500
series coefficient E_4 = -30885/128 = -241.289062
series coefficient E_5 = 916731/256 = 3580.980469
|beta|=2, arg beta=0 deg: wedge zeros of the three lowest even states: 0, 1, 2
|beta|=2, arg beta=60 deg: wedge zeros of the three lowest even states: 0, 1, 2
|beta|=2, arg beta=110 deg: wedge zeros of the three lowest even states: 0, 1, 2
moment mu_0: from cut 0.75000, from series 0.75000
moment mu_1: from cut 2.62500, from series 2.62500
moment mu_2: from cut 20.81250, from series 20.81250
moment mu_3: from cut 241.28905, from series 241.28906
E at g=2exp(2.5i): from cut 0.645892+0.541332j, direct 0.645892+0.541332j
strong coupling: E/g^(1/3) -> 0.667986
g = 0.2: diagonalization E = 0.6024051637
  partial sums, order 1,2,3,4,8: 0.65, 0.545, 0.7115, 0.32544, -66.11
  N= 1 lower 0.5882352941 upper 0.6093922652 gap 2.12e-02
  N= 2 lower 0.5995931386 upper 0.6039241057 gap 4.33e-03
  N= 3 lower 0.6016980239 upper 0.6028145349 gap 1.12e-03
  N= 4 lower 0.6021964186 upper 0.6025323888 gap 3.36e-04
  N= 6 lower 0.6023801086 upper 0.6024215596 gap 4.15e-05
  N= 8 lower 0.6024011594 upper 0.6024079114 gap 6.75e-06
  N=10 lower 0.6024043860 upper 0.6024057161 gap 1.33e-06
  N=12 lower 0.6024049893 upper 0.6024052909 gap 3.02e-07
  midpoint at N=12: 0.6024051401 +/- 1.5e-07
g = 1.0: diagonalization E = 0.8037706512
  partial sums, order 1,2,3,4,8: 1.25, -1.375, 19.438, -221.85, -3.0179e+07
  N= 1 lower 0.6666666667 upper 0.9560000000 gap 2.89e-01
  N= 2 lower 0.7338453876 upper 0.8741084877 gap 1.40e-01
  N= 3 lower 0.7650627522 upper 0.8411045868 gap 7.60e-02
  N= 4 lower 0.7810198704 upper 0.8252882625 gap 4.43e-02
  N= 6 lower 0.7948380344 upper 0.8121051453 gap 1.73e-02
  N= 8 lower 0.7998161882 upper 0.8074540175 gap 7.64e-03
  N=10 lower 0.8018661106 upper 0.8055476934 gap 3.68e-03
  N=12 lower 0.8027937290 upper 0.8046846268 gap 1.89e-03
  midpoint at N=12: 0.8037391779 +/- 9.5e-04
every check passed
```
